**Landauer conductance and local temperature drop at real and imaginary planes**

The program shows that the two-reservoir phonon conductance $G_2$ stays finite for an imaginary plane in a perfect crystal, although the local temperature drop there is zero. Here $G_L$ and $G_R$ are the ballistic conductances of the two bulk crystals, $G_0$ is their common value when the crystals are the same, and $t$ is a mode's transmission. It asserts that the currents and local temperatures of an exactly evolved classical chain agree with the wave-matching formulas, with and without a mass step. It also asserts that the three-dimensional conductances agree with a surface Green's-function calculation, and that the low-temperature limit is $Cv/4$, with $C$ the heat capacity per volume and $v$ the sound speed. Explicit population averages are compared with the flux-thermometer formula $1/G_2-(1/G_L+1/G_R)/2$, and a linear system with the series law for gray scatterers. The output gives $G_0=407$ MW/(m² K) with 300 K on both sides of the imaginary plane. Doubling the mass on one side lowers $G_2$ to 44.1 MW/(m² K) and gives an interface resistance of 20.8 or 19.7 m²K/GW, depending on the thermometer. The last lines size the neglected effects from rough InSb values.

## Numerical verification

```python
"""
Result under test: a finite Landauer phonon conductance G2, defined with
reservoir temperatures, does not imply interface resistance. An imaginary
plane in a perfect crystal has G2 = G0 (finite) but no local temperature drop.
For a real interface, with mode transmission t and bulk values GL, GR:
  heat-capacity thermometer: R = [1 - (<t>_L + <t>_R)/2] / G2
  flux thermometer:          R = 1/G2 - (1/GL + 1/GR)/2
Model: simple cubic lattice, three identical scalar branches, equal springs;
the right half may have a different mass. Conductances are per unit area.
theta = wave number times lattice spacing; lam = transverse spring term
divided by the spring constant. SI units inside, engineering units in print.
"""
import numpy as np
from scipy.constants import hbar, k as kB, e as charge

# Rough typical InSb values and chosen example conditions
spacing = 0.324e-9
speed = 2400.0
T_mean, T_hot, T_cold = 300.0, 305.0, 295.0
delta_T = T_hot - T_cold
mass_ratio = 2.0
length = 5e-9
kappa = 17.0
branch_speeds = (3400.0, 2300.0, 1600.0)


def heat_capacity(omega, temperature):
    half_x = hbar * omega / (2 * kB * temperature)
    return kB * (half_x / np.sinh(half_x))**2


def nodes(number, upper):
    x, w = np.polynomial.legendre.leggauss(number)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


def mode_grid(mass=1.0, sound=speed, upper=np.pi, nq=24, nz=300):
    """Modes with positive z velocity; weights include three branches."""
    q, wq = nodes(nq, upper)
    z, wz = nodes(nz, upper)
    s = 4 * np.sin(q / 2)**2
    lam = s[:, None, None] + s[None, :, None]
    theta = z[None, None, :]
    unit = sound / spacing / np.sqrt(mass)
    omega = unit * np.sqrt(lam + 4 * np.sin(theta / 2)**2)
    velocity = spacing * unit**2 * np.sin(theta) / omega
    weight = (12 * wq[:, None, None] * wq[None, :, None] * wz
              / (2 * np.pi * spacing)**3)
    return omega, velocity, weight, theta, lam


def transmission(theta, lam, mass_from, mass_to):
    """Wave-matching result for a mass step with equal springs."""
    scaled = mass_to / mass_from * (lam + 4 * np.sin(theta / 2)**2)
    cosine = 1 - 0.5 * (scaled - lam)
    out = np.arccos(np.clip(cosine, -1, 1))
    value = np.sin(theta) * np.sin(out) / np.sin((theta + out) / 2)**2
    return np.where(np.abs(cosine) < 1, value, 0.0)


def surface_green(z, lam):
    """Surface Green's function of a half-infinite chain by decimation."""
    bulk = 2 + lam + 0j * z
    surface = bulk.copy()
    hop = -np.ones_like(z)
    for _ in range(40):
        step = hop * hop / (z - bulk)
        surface = surface + step
        bulk = bulk + 2 * step
        hop = step
    return 1 / (z - surface)


def green_conductance(mass_right, nq=24, nw=200):
    """Landauer frequency integral with Green's-function transmission."""
    q, wq = nodes(nq, np.pi)
    s = 4 * np.sin(q / 2)**2
    lam = (s[:, None] + s[None, :])[:, :, None]
    low, high = np.sqrt(lam), np.sqrt(lam + 4)
    x, wx = nodes(nw, 1.0)
    w = low + (high - low) * x
    g_left = surface_green(w**2 + 1e-7j, lam)
    g_right = surface_green(mass_right * w**2 + 1e-7j, lam)
    trans = (4 * g_left.imag * g_right.imag
             / np.abs(1 - g_left * g_right)**2)
    unit = speed / spacing
    integrand = heat_capacity(unit * w, T_mean) * trans
    per_q = np.sum(integrand * (high - low) * wx, axis=2)
    per_q = per_q * unit / (2 * np.pi)
    return 12 * (wq @ per_q @ wq) / (2 * np.pi * spacing)**2


def release_chain(mass_right, time, factors, n_half):
    """Exact evolution of a chain, left half at T=1, right half at T=0."""
    u, sv, vt, mass = factors
    cosine, sine = np.cos(sv * time), np.sin(sv * time)
    uu = (u * np.append(cosine, 1.0)) @ u.T
    uv = (u[:, :-1] * sine) @ vt
    vv = (vt.T * cosine) @ vt
    site_T = np.where(np.arange(2 * n_half) < n_half, 1.0, 0.0)
    bond_T = np.where(np.arange(2 * n_half - 1) < n_half - 1, 1.0, 0.0)
    bond_T[n_half - 1] = 0.5
    kinetic = uu**2 @ site_T + uv**2 @ bond_T
    b = n_half - 1
    covariance = (np.sum(uv[:, b] * site_T * uu[b + 1])
                  - np.sum(vv[b] * bond_T * uv[b + 1]))
    return kinetic, -covariance / np.sqrt(mass[b + 1])


def chain_experiment(mass_right, n_half=500):
    mass = np.r_[np.ones(n_half), np.full(n_half, mass_right)]
    size = 2 * n_half
    coupling = np.zeros((size, size - 1))
    i = np.arange(size - 1)
    coupling[i, i] = -1 / np.sqrt(mass[:-1])
    coupling[i + 1, i] = 1 / np.sqrt(mass[1:])
    factors = (*np.linalg.svd(coupling), mass)
    early, _ = release_chain(mass_right, 400.0, factors, n_half)
    late, current = release_chain(mass_right, 800.0, factors, n_half)
    steady = 2 * late - early  # removes the leading 1/time transient
    left = steady[n_half - 50:n_half - 10].mean()
    right = steady[n_half + 10:n_half + 50].mean()
    return left, right, current, late[n_half - 1], late[n_half]


def chain_prediction(mass_right):
    theta = (np.arange(20000) + 0.5) * np.pi / 20000
    t_left = transmission(theta, 0.0, 1.0, mass_right)
    t_right = transmission(theta, 0.0, mass_right, 1.0)
    current = np.mean(np.cos(theta / 2) * t_left) / 2
    return 1 - t_left.mean() / 2, t_right.mean() / 2, current


def scatterer_series(trans):
    """Solve forward and backward populations between gray scatterers."""
    n = len(trans)
    matrix, rhs = np.zeros((2 * n + 2, 2 * n + 2)), np.zeros(2 * n + 2)
    matrix[0, 0], rhs[0] = 1, 1
    matrix[1, 2 * n + 1] = 1
    for i, t in enumerate(trans):
        f0, b0, f1, b1 = 2 * i, 2 * i + 1, 2 * i + 2, 2 * i + 3
        matrix[2 * i + 2, [f1, f0, b1]] = [1, -t, -(1 - t)]
        matrix[2 * i + 3, [b0, b1, f0]] = [1, -t, -(1 - t)]
    populations = np.linalg.solve(matrix, rhs).reshape(-1, 2)
    return populations[0, 0] - populations[0, 1], populations.mean(axis=1)


# Microscopic test of current and local temperatures
perfect = chain_experiment(1.0)
stepped = chain_experiment(mass_ratio)
predicted_perfect = chain_prediction(1.0)
predicted_step = chain_prediction(mass_ratio)
for measured, predicted in ((perfect, predicted_perfect),
                            (stepped, predicted_step)):
    # finite time and residual interference limit the agreement
    assert abs(measured[0] - predicted[0]) < 0.01
    assert abs(measured[1] - predicted[1]) < 0.01
    assert abs(measured[2] - predicted[2]) < 0.004
assert abs(perfect[3] - perfect[4]) < 0.005 and perfect[2] > 0.3
assert stepped[0] - stepped[1] > 0.1

# Three-dimensional conductances
w_l, v_l, weight_l, th_l, lam_l = mode_grid()
w_r, v_r, weight_r, th_r, lam_r = mode_grid(mass_ratio)
c_l = weight_l * heat_capacity(w_l, T_mean)
c_r = weight_r * heat_capacity(w_r, T_mean)
t_l = transmission(th_l, lam_l, 1.0, mass_ratio)
t_r = transmission(th_r, lam_r, mass_ratio, 1.0)
G_left, G_right = np.sum(c_l * v_l), np.sum(c_r * v_r)
G_step = np.sum(c_l * v_l * t_l)
G_reverse = np.sum(c_r * v_r * t_r)
assert abs(G_reverse / G_step - 1) < 3e-3
assert abs(green_conductance(1.0) / G_left - 1) < 3e-3
assert abs(green_conductance(mass_ratio) / G_step - 1) < 5e-3
fine = mode_grid(nq=36)
G_fine = np.sum(fine[2] * heat_capacity(fine[0], T_mean) * fine[1]
                * transmission(fine[3], fine[4], 1.0, mass_ratio))
assert abs(G_fine / G_step - 1) < 5e-3

# Low-temperature isotropic limit C*v/4, with C from the Debye T^3 law
T_low = 1.0
cut = 30 * kB * T_low * spacing / (hbar * speed)
low = mode_grid(upper=cut, nq=40)
G_low = np.sum(low[2] * heat_capacity(low[0], T_low) * low[1])
C_low = 2 * np.pi**2 * kB**4 * T_low**3 / (5 * hbar**3 * speed**3)
assert abs(G_low / (C_low * speed / 4) - 1) < 5e-3


def local_temperature(weight, trans, own, other):
    outgoing = (1 - trans) * own + trans * other
    return np.sum(weight * (own + outgoing)) / (2 * np.sum(weight))


energy_left = local_temperature(c_l, t_l, T_hot, T_cold)
energy_right = local_temperature(c_r, t_r, T_cold, T_hot)
flux_left = local_temperature(c_l * v_l, t_l, T_hot, T_cold)
flux_right = local_temperature(c_r * v_r, t_r, T_cold, T_hot)
flux_step = G_step * delta_T
R_energy = (energy_left - energy_right) / flux_step
R_flux = (flux_left - flux_right) / flux_step
R_formula = 1 / G_step - 0.5 * (1 / G_left + 1 / G_right)
assert abs(R_flux - R_formula) < 3e-3 / G_step
assert R_flux >= 0.5 * abs(1 / G_left - 1 / G_right)
unit_t = transmission(th_l, lam_l, 1.0, 1.0)
plane_left = local_temperature(c_l, unit_t, T_hot, T_cold)
plane_right = local_temperature(c_l, unit_t, T_cold, T_hot)
assert abs(plane_left - plane_right) < 1e-6

# Series law: real scatterers mixed with imaginary planes
mixed = np.array([1.0, 0.8, 1.0, 0.35, 0.6, 1.0])
mixed_flux, mixed_T = scatterer_series(mixed)
expected_drops = mixed_flux * (1 - mixed) / mixed
assert abs(1 / mixed_flux - 1 - np.sum((1 - mixed) / mixed)) < 1e-10
assert np.allclose(-np.diff(mixed_T), expected_drops, atol=1e-10)
ten_flux, _ = scatterer_series(np.ones(10))
assert abs(1 / ten_flux - 1) < 1e-10

# Sizes of neglected effects
bose_difference = (1 / np.expm1(hbar * w_l / (kB * T_hot))
                   - 1 / np.expm1(hbar * w_l / (kB * T_cold)))
flux_exact = np.sum(weight_l * v_l * hbar * w_l * bose_difference)
nonlinear = flux_exact / (G_left * delta_T) - 1
assert abs(nonlinear) < 1e-3
G_spread = 0.0
for branch in branch_speeds:
    grid = mode_grid(sound=branch)
    G_spread += np.sum(grid[2] * heat_capacity(grid[0], T_mean)
                       * grid[1]) / 3
order = np.argsort(w_l.ravel())
counts = np.cumsum(weight_l.ravel()[order])
cutoff = w_l.ravel()[order][np.searchsorted(counts, counts[-1] / 2)]
G_lower = np.sum((c_l * v_l)[w_l <= cutoff])
free_path = 3 * kappa / (4 * G_left)
carriers, mobility_n, mobility_p, gap_eV = 2e22, 7.0, 0.08, 0.17
sigma_n = charge * carriers * mobility_n
sigma_p = charge * carriers * mobility_p
sigma = sigma_n + sigma_p
bipolar = (sigma_n * sigma_p / sigma
           * (gap_eV * charge / (kB * T_mean) + 4)**2)
kappa_e = (kB / charge)**2 * T_mean * (2 * sigma + bipolar)

MW, GK = 1e-6, 1e9
print(f"Lattice spacing: {spacing*1e9:.3f} nm")
print(f"Mean sound speed (rough): {speed/1e3:.1f} km/s")
print(f"Mean temperature: {T_mean:.0f} K")
print(f"Reservoirs: {T_hot:.0f} K and {T_cold:.0f} K")
print(f"Right/left mass ratio of real step: {mass_ratio:.1f}")
print(f"Highest frequency, left: {w_l.max()/(2e12*np.pi):.2f} THz")
print(f"Heat capacity, left: {2*c_l.sum()*1e-6:.3f} MJ/(m3 K)")
print(f"G0, imaginary plane: {G_left*MW:.1f} MW/(m2 K)")
print(f"1/G0: {GK/G_left:.3f} m2 K/GW")
print(f"Flux, imaginary plane: {G_left*delta_T*1e-9:.3f} GW/m2")
print(f"Local T left of imaginary plane: {plane_left:.3f} K")
print(f"Local T right of imaginary plane: {plane_right:.3f} K")
print(f"Bulk G of heavy crystal: {G_right*MW:.1f} MW/(m2 K)")
print(f"G2, mass step: {G_step*MW:.1f} MW/(m2 K)")
print(f"1/G2, mass step: {GK/G_step:.3f} m2 K/GW")
print(f"Flux, mass step: {flux_step*1e-9:.3f} GW/m2")
print(f"Capacity-weighted <t>, left: {np.sum(c_l*t_l)/c_l.sum():.3f}")
print(f"Capacity-weighted <t>, right: {np.sum(c_r*t_r)/c_r.sum():.3f}")
print(f"Capacity thermometer, left: {energy_left:.2f} K")
print(f"Capacity thermometer, right: {energy_right:.2f} K")
print(f"R_int, capacity thermometer: {R_energy*GK:.3f} m2 K/GW")
print(f"Flux thermometer, left: {flux_left:.2f} K")
print(f"Flux thermometer, right: {flux_right:.2f} K")
print(f"R_int, flux thermometer: {R_flux*GK:.3f} m2 K/GW")
print("Chain test: hot side 1, cold side 0; current in reduced units")
print(f"Perfect chain, sites at plane: {perfect[3]:.4f}, {perfect[4]:.4f}")
print(f"Perfect current, dynamics: {perfect[2]:.4f}")
print(f"Perfect current, formula: {predicted_perfect[2]:.4f}")
print(f"Step T, dynamics: {stepped[0]:.3f}, {stepped[1]:.3f}")
print(f"Step T, formula: {predicted_step[0]:.3f}, {predicted_step[1]:.3f}")
print(f"Step current, dynamics: {stepped[2]:.4f}")
print(f"Step current, formula: {predicted_step[2]:.4f}")
print(f"Ten imaginary planes, G0*R_total: {1/ten_flux:.3f}")
print(f"Ten planes, wrong sum of 1/G0 terms: {10*G_left/G_left:.1f}")
print(f"Thermal conductivity (rough): {kappa:.0f} W/(m K)")
print(f"Reservoir separation: {length*1e9:.0f} nm")
print(f"Gray mean free path: {free_path*1e9:.0f} nm")
print(f"Bulk length equal to 1/G0: {kappa/G_left*1e9:.0f} nm")
print(f"Bulk resistance of 5 nm: {length/kappa*GK:.2f} m2 K/GW")
print(f"Bulk resistance / (1/G0): {100*length*G_left/kappa:.0f} %")
print("Rough branch speeds: "
      + ", ".join(f"{s/1e3:.1f}" for s in branch_speeds) + " km/s")
print(f"G0 with three speeds: {G_spread*MW:.1f} MW/(m2 K)")
print(f"G0, upper half of modes silent: {G_lower*MW:.1f} MW/(m2 K)")
print(f"Nonlinear change of flux: {100*nonlinear:.4f} %")
print(f"Carrier density (rough): {carriers*1e-6:.0e} cm^-3")
print(f"Electron mobility (rough): {mobility_n*1e4:.0f} cm2/Vs")
print(f"Hole mobility (rough): {mobility_p*1e4:.0f} cm2/Vs")
print(f"Band gap (rough): {gap_eV:.2f} eV")
print(f"Electronic conductivity: {kappa_e:.2f} W/(m K)")
print(f"Electronic / total conductivity: {100*kappa_e/kappa:.1f} %")
print("success")
```

It prints:

```
Lattice spacing: 0.324 nm
Mean sound speed (rough): 2.4 km/s
Mean temperature: 300 K
Reservoirs: 305 K and 295 K
Right/left mass ratio of real step: 2.0
Highest frequency, left: 4.08 THz
Heat capacity, left: 1.196 MJ/(m3 K)
G0, imaginary plane: 407.0 MW/(m2 K)
1/G0: 2.457 m2 K/GW
Flux, imaginary plane: 4.070 GW/m2
Local T left of imaginary plane: 300.000 K
Local T right of imaginary plane: 300.000 K
Bulk G of heavy crystal: 290.1 MW/(m2 K)
G2, mass step: 44.1 MW/(m2 K)
1/G2, mass step: 22.686 m2 K/GW
Flux, mass step: 0.441 GW/m2
Capacity-weighted <t>, left: 0.065
Capacity-weighted <t>, right: 0.099
Capacity thermometer, left: 304.67 K
Capacity thermometer, right: 295.50 K
R_int, capacity thermometer: 20.821 m2 K/GW
Flux thermometer, left: 304.46 K
Flux thermometer, right: 295.76 K
R_int, flux thermometer: 19.734 m2 K/GW
Chain test: hot side 1, cold side 0; current in reduced units
Perfect chain, sites at plane: 0.5002, 0.4998
Perfect current, dynamics: 0.3183
Perfect current, formula: 0.3183
Step T, dynamics: 0.773, 0.413
Step T, formula: 0.773, 0.410
Step current, dynamics: 0.2062
Step current, formula: 0.2062
Ten imaginary planes, G0*R_total: 1.000
Ten planes, wrong sum of 1/G0 terms: 10.0
Thermal conductivity (rough): 17 W/(m K)
Reservoir separation: 5 nm
Gray mean free path: 31 nm
Bulk length equal to 1/G0: 42 nm
Bulk resistance of 5 nm: 0.29 m2 K/GW
Bulk resistance / (1/G0): 12 %
Rough branch speeds: 3.4, 2.3, 1.6 km/s
G0 with three speeds: 410.6 MW/(m2 K)
G0, upper half of modes silent: 243.5 MW/(m2 K)
Nonlinear change of flux: -0.0004 %
Carrier density (rough): 2e+16 cm^-3
Electron mobility (rough): 70000 cm2/Vs
Hole mobility (rough): 800 cm2/Vs
Band gap (rough): 0.17 eV
Electronic conductivity: 0.16 W/(m K)
Electronic / total conductivity: 1.0 %
success
```
